# Critical gas pressure for growth of a penny crack, part 2

A penny crack is a flat circular cut of radius \(a\) in the plane \(z=0\) of an infinite, isotropic, linear-elastic, brittle solid with Young's modulus \(E\) and Poisson ratio \(\nu\). The distance from its axis is \(r\). The problem is to find the gas pressure at which the crack can grow, and whether it then stops. Tensile stress is positive, and formulas are in SI units. The crack holds \(N\) gas molecules at temperature \(T\); \(k_B\) is Boltzmann's constant. The excess pressure \(p\) equals the gas pressure \(p_g\) when there is no remote load. Each face costs \(\gamma\) per unit area, so both together cost \(2\gamma\).

The elastic solution gives the gap between the faces, the crack volume and the stress intensity factor:

\[
w=[8(1-\nu^2)p/(\pi E)]\sqrt{a^2-r^2},\qquad V=ca^3p,\qquad c=\frac{16(1-\nu^2)}{3E},\qquad K=2p\sqrt{a/\pi}.
\]

The elastic energy is \(V^2/(2ca^3)=\tfrac12pV\). In the crack plane, for \(r>a\), the normal stress is

\[
\sigma_{zz}=\frac{2p}{\pi}\left[\frac{a}{\sqrt{r^2-a^2}}-\arcsin\frac ar\right],
\]

which falls to \((2p/3\pi)(a/r)^3\) far away. A numerical solution that assumed no shape for the opening confirmed these results.

A surface wave of wave number \(k\) has the ratio \(Mk\) of pressure to displacement, with the surface stiffness \(M=E/[2(1-\nu^2)]\). Such waves carry a factor \(e^{-kz}\), and surface values were obtained by letting \(z\to0\).

The total free energy and its derivative, with \(V\) in mechanical balance, are

\[
F(a,V)=\frac{V^2}{2ca^3}+2\pi\gamma a^2+F_{\rm gas}(V),\qquad \frac{dF_{\rm gas}}{dV}=-p_g,
\]

\[
\frac{dF}{da}=-\frac{3V^2}{2ca^4}+4\pi\gamma a .
\]

The derivative vanishes at the critical pressure

\[
p_c=\sqrt{\frac{\pi E\gamma}{2(1-\nu^2)a}} .
\]

The released energy can also be obtained from the forces at the edge. Take a crack of larger radius \(a_2\) and close its outer ring, \(a<r<a_2\), while the pressure \(p\) is held constant. The added closing traction grows in proportion from zero to \(\sigma_{zz}+p\), where \(\sigma_{zz}\) is the stress ahead of the smaller crack. The term \(p\) appears because the gas pressure on the ring must be cancelled before the material there can be put in tension. Meanwhile the gap falls linearly from \(w_2\), its value in the larger crack, to zero. The work per area is half the product of the final traction and the initial gap.

At constant pressure the energy of solid and load is \(\tfrac12pV-pV=-\tfrac12pV\). Closing the ring raises it by half of \(p\) times the loss of volume, and hence

\[
\tfrac12\int_a^{a_2}(\sigma_{zz}+p)\,w_2\,2\pi r\,dr=\tfrac12p\,[V(a_2)-V(a)] .
\]

For \(a_2=1.3a\) the two sides, computed separately, have the ratio 1.00000. The equality ties the stress at the edge to the volume used in the energy balance.

Whether the crack stops after a small advance depends on how fast the gas pressure falls. Let

\[
\beta=-\frac{d\ln p}{d\ln V}
\]

describe the gas at fixed \(N\) and \(T\), with no remote load. From \(V=ca^3p\) follows \(d\ln V=3\,d\ln a+d\ln p\). Insertion into \(d\ln p=-\beta\,d\ln V\) gives

\[
(1+\beta)\,d\ln p=-3\beta\,d\ln a,\qquad \frac{d\ln p}{d\ln a}=-\frac{3\beta}{1+\beta}.
\]

The critical pressure itself falls as \(a^{-1/2}\). The crack is stable if the gas pressure falls faster than that:

\[
\frac{3\beta}{1+\beta}>\frac12\quad\Longleftrightarrow\quad\beta>\frac15 .
\]

For an ideal gas \(\beta=1\), the pressure falls as \(a^{-3/2}\), and the crack comes to rest at a definite radius. If a large reservoir keeps the pressure constant, \(\beta=0\), and a crack that has reached the threshold runs away.

The curvature of the free energy shows the same change of behaviour. Measure \(a\), \(V\) and \(p\) in units of their values at the threshold, and energy in units of \(pV\) there. The derivative becomes \(dF/da=-\tfrac32V^2/a^4+\tfrac32a\), where the second coefficient follows from the vanishing of the sum at \(a=1\). For constant \(\beta\), balance gives \(V=a^{3/(1+\beta)}\), and therefore

\[
\left.\frac{d^2F}{da^2}\right|_{a=1}=-\frac32\left(\frac6{1+\beta}-4\right)+\frac32=\frac{15}{2}-\frac9{1+\beta}.
\]

This is zero at \(\beta=1/5\). Direct numerical relaxation of the volume gave curvatures of \(-0.326\) at \(\beta=0.15\) and \(+0.300\) at \(\beta=0.25\), in agreement with the formula.

For an ideal gas the resting radius has a simple form. The threshold and \(V=ca^3p\) together give

\[
pV=c\,a^3p_c^2=\frac{16(1-\nu^2)a^3}{3E}\cdot\frac{\pi E\gamma}{2(1-\nu^2)a}=\frac{8\pi}{3}\gamma a^2 ,
\]

and with \(pV=Nk_BT\),

\[
a=\sqrt{\frac{3Nk_BT}{8\pi\gamma}} .
\]

The elastic constants cancel. A softer solid has a lower critical pressure but a larger crack volume, and the product \(pV\) at given radius is unchanged. For \(N=2\times10^6\), \(T=700\) K and \(\gamma=1.5\) J/m², numerical minimization of \(F\) gives \(a=39.2\) nm, as does this formula.

Hydrogen-implanted silicon provides a case of practical size. When such a wafer is annealed, hydrogen collects in flat microcracks parallel to the surface, and their growth and joining can split off a thin layer. Rough typical values are \(E=160\) GPa, \(\nu=0.22\) and \(\gamma=1.5\) J/m² for bare faces. The example takes \(a=100\) nm, a depth of 700 nm below a (001) surface, and \(T=700\) K. With \(1-\nu^2=0.9516\),

\[
p_c=\sqrt{\frac{\pi(160\times10^9)(1.5)}{2(0.9516)(100\times10^{-9})}}\ \text{Pa}=1.99\ \text{GPa},
\]

or about \(2\times10^4\) atm. Atmospheric pressure on the wafer is negligible beside it. With the other parameters fixed, the critical pressure is 2.8 GPa at \(a=50\) nm and 1.4 GPa at 200 nm. At the threshold the gap at the centre is

\[
w(0)=\frac{8(0.9516)(1.99\ \text{GPa})(100\ \text{nm})}{\pi(160\ \text{GPa})}=3.0\ \text{nm},
\]

the crack volume is \(6.3\times10^4\) nm³, and \(K=0.71\) MPa m\(^{1/2}\).

At this pressure hydrogen is far from ideal. A simple correction assigns each molecule a volume \(b\) that the others cannot use, so that \(p(V-Nb)=Nk_BT\), or

\[
N=\frac{V}{k_BT/p+b}.
\]

With a rough \(b\) of 8 cm³/mol, the crack holds \(3.5\times10^6\) molecules, whereas the ideal gas law would give \(1.3\times10^7\). Each molecule supplies two atoms, and the disc area is \(3.14\times10^{-10}\) cm², so the hydrogen content is \(2.2\times10^{16}\) atoms per cm² of crack. For this gas \(\beta=V/(V-Nb)=3.7\), well on the stable side. A constant \(b\) is a crude description of so dense a fluid, and here it overestimates both the molecule number and \(\beta\). Fits to measured data give about 13 cm³/mol at this pressure and temperature instead of 10.9, hence about \(2.8\times10^6\) molecules, \(1.8\times10^{16}\) atoms per cm² and \(\beta\approx2.5\), which does not affect the stability. An isolated crack with a fixed content thus grows to a definite size, and at unchanged \(\gamma\) further growth needs more hydrogen or a higher temperature.

Doses used for layer splitting are roughly \(5\times10^{16}\) hydrogen ions per cm² of wafer, and anneals run at some hundreds of degrees Celsius. The computed content has the same order of magnitude. The comparison goes no further, because cracks cover part of the wafer area and part of the hydrogen stays elsewhere. The assumption most seriously broken in the real process is that the new faces are bare. On a (001) plane four bonds are cut per area \(a_L^2\), where \(a_L\approx0.543\) nm is the lattice parameter, and \(2\gamma\) then corresponds to 1.38 eV per cut bond. This lies well below the 2.3 eV per bond of bulk silicon (half the cohesive energy per atom), because the chosen \(\gamma\) is typical of faces whose atoms have already paired into dimers. Hydrogen can attach to the two broken ends.

The energy of that process can be estimated from the reaction Si₂H₆ + H₂ → 2 SiH₄, in which one Si–Si bond is replaced by two Si–H bonds. An MP2/6-31G** calculation at fixed, assumed geometries gives \(-0.22\) eV. This value is not converged with basis and method: the cc-pVDZ basis gives \(-0.28\) eV with MP2 and \(-0.30\) eV with CCSD(T), while tabulated heats of formation, which include vibrations, give about \(-0.12\) eV at 298 K. The calculated number is therefore good to about 0.1 eV. It leaves out vibrations, thermal terms, the chemical potential of the compressed gas and the crowding of hydrogen on a real face. At 700 K the omitted terms can be as large as this energy and can reverse its sign. The estimate therefore does not decide whether a small positive threshold remains for fully hydrogenated faces. It does suggest that hydrogen can remove most of the face energy.

For partial coverage, suppose that the energy varies linearly with the saturated fraction of cut bonds. At one half, the cost per bond is \((1.38-0.22)/2=0.58\) eV. Since \(p_c\propto\sqrt\gamma\), the pressure falls by the factor \(\sqrt{0.58/1.38}=0.65\), to about 1.3 GPa. The linear rule is only an illustration: on (001), half coverage allows dimers with one hydrogen on each atom and no open bond end, and the cost of such a face can lie well below the interpolated value. The value of 1.99 GPa therefore describes cleavage that outruns the supply of hydrogen to the fresh faces. Slow growth with hydrogen at the edge can start at a lower pressure.

Among the other idealizations, the uniform pressure right up to the crack edge matters most for an isolated crack. Molecules of finite size cannot enter the rim where the gap is narrower than some width \(d\). As the crack grows, each unit of new area then includes a volume \(d\) that the gas does not fill, and the cost \(2\gamma\) rises by about \(pd\). For an assumed \(d=0.2\) nm and a pressure near 2 GPa this is about 0.4 J/m², compared with \(2\gamma=3\) J/m², and \(p_c\) rises by roughly 7 %. Neighbouring cracks in the same plane add tension to each other. At centre distances of three to four radii, a single neighbour of equal size and pressure lowers the threshold for uniform growth by only about 1 % or less, while six neighbours surrounding the crack lower it by roughly 2 to 7 %. Silicon is elastically anisotropic, so the surface stiffness depends on the direction of the surface wave. The square-root opening nevertheless survives. Its wave amplitudes are proportional to \((\sin ka-ka\cos ka)/k^3\) per area of wave-vector space, and the waves of one direction produce, at distance \(s\) from the centre along that direction, a pressure proportional to

\[
\int_0^\infty\left(\frac{\sin ka}{k}-a\cos ka\right)\cos(ks)\,dk=\frac\pi2\qquad(|s|<a).
\]

The integral is understood as the limit \(\epsilon\to0\) with a factor \(e^{-\epsilon k}\) in the integrand, just as \(z\to0\) was taken above. In the first term, \(\sin ka\cos ks=\tfrac12[\sin k(a+s)+\sin k(a-s)]\), and each sine divided by \(k\) integrates to \(\pi/2\) because \(a\pm s>0\). The second term gives zero in the limit for \(|s|<a\). Each direction thus contributes a uniform pressure, and the stiffness is simply averaged over directions. With rough cubic constants \(c_{11},c_{12},c_{44}=166,64,80\) GPa, the average is \(M=82.7\) GPa instead of 84.1 GPa. As \(p_c=\sqrt{\pi M\gamma/a}\), the threshold for uniform growth of the circle falls by 0.8 %.

The wafer surface at depth \(h\) lets the crack open more easily. For \(a\ll h\) the extra tension it causes at the crack is of order \(p(a/h)^3\), in line with the decay of the far stress. The computed value at the crack centre is \(0.0015p\), which lowers \(p_c\) by 0.15 %. This estimate fails once the radius becomes comparable with the depth. A crack of 1000 nm radius would have \(p_c=0.63\) GPa in an infinite solid, but at a depth of 700 nm the layer above it is thinner than the crack radius and bends noticeably, so that value does not apply.

Thermal softening at a rough 60 ppm/K over 400 K lowers \(E\) by 2.4 % and \(p_c\) by 1.2 %. Interatomic forces still act between the faces near the crack edge, which blurs the radius. A blur of one bond length, 0.235 nm, would make \(p_c\) uncertain by 0.12 %. Because the gap opens gradually, the zone in which the faces attract each other is more likely about 1 nm long, and an uncertainty of a few tenths of a percent is more realistic. This uncertainty grows as \(1/a\), and the continuum result loses its meaning when the radius approaches atomic distances. The ratio \(p_c/E=1.2\) % gives the scale of the strains away from the crack edge. The resulting changes in stiffness depend on the kind of deformation and can be several times larger. An error of 10 % in \(\gamma\) changes \(p_c\) by 5 %, and the hydrogen on the faces can change it by far more, so the state of the faces remains the main uncertainty. The numerical output lists most of the values used here.

## Computed values

```
TESTS
max error of opening shape, r < 0.9 a: 1.1e-05
error of crack volume: 4.1e-07
max error of stress ahead of crack: 8.5e-06
closure work / energy change (ring a to 1.3a): 1.00000
free-energy minimum, N = 2e+06, b = 0 cm3/mol: a = 39.2 nm, p = 3.178 GPa, p/p_c = 1.00000
free-energy minimum, N = 2e+06, b = 8 cm3/mol: a = 79.2 nm, p = 2.237 GPa, p/p_c = 1.00000
free-energy minimum, N = 5e+06, b = 8 cm3/mol: a = 116.6 nm, p = 1.843 GPa, p/p_c = 1.00000
energy curvature for gas exponent beta = 0: -1.500
energy curvature for gas exponent beta = 0.15: -0.326
energy curvature for gas exponent beta = 0.25: +0.300
energy curvature for gas exponent beta = 1: +3.000
INPUTS (rough)
E = 160 GPa, nu = 0.22, gamma = 1.5 J/m2 per face
a = 100 nm, depth = 700 nm, T = 700 K
molecular volume of dense H2, b = 8 cm3/mol
RESULTS
1 - nu^2 = 0.9516
critical pressure p_c = 1.990 GPa = 1.96e+04 atm
p_c at a = 50 nm: 2.815 GPa
p_c at a = 200 nm: 1.407 GPa
p_c at a = 1000 nm: 0.629 GPa
p_c if gamma covered both faces: 1.407 GPa
full opening at centre = 3.01 nm
crack volume = 6.31e+04 nm3
stress intensity K = 0.710 MPa m^0.5
H2 molecules: 3.48e+06 (with b), 1.3e+07 (ideal gas)
H atoms per crack area: 2.22e+16 cm^-2 (with b), 8.28e+16 cm^-2 (ideal)
gas exponent beta at p_c (with b) = 3.74
NEGLECTED EFFECTS
bare-face energy per cut bond = 1.38 eV
Si2H6 + H2 -> 2 SiH4, MP2/6-31G**: -0.22 eV per cut bond
cubic constants c11, c12, c44 = 166, 64, 80 GPa (rough)
stiffness M: isotropic 84.1 GPa, cubic (001) 82.7 GPa
p_c with cubic stiffness = 1.974 GPa (-0.8 %)
free surface: image tension / p = 0.00153, p_c shift -0.15 %
softening 60 ppm/K (rough) over 400 K: p_c shift -1.2 %
bond length 0.235 nm at edge: p_c uncertain by 0.12 %
strain scale p_c/E = 1.24 %
```
